# Why high-energy Compton scattering peaks backward and carries a logarithm

**Question.** A photon and an electron collide at a centre-of-mass energy $\sqrt s$ far above the electron mass $m$. In the centre-of-mass (CM) frame the photon prefers to come straight back. What produces this peak, what limits it, and what does it do to the total cross section?

**Answer.**

## The mechanism in outline

The process is $e(p)+\gamma(k)\to e(p')+\gamma(k')$. Two diagrams contribute at tree level. In the s-channel diagram the electron first absorbs the incoming photon, and the intermediate electron carries $p+k$. In the u-channel diagram it first emits the outgoing photon, and the intermediate electron carries $q=p-k'$, with $u=q^2$. The second propagator contains

$$
\frac{1}{u-m^2}=-\frac{1}{2p\cdot k'} .
$$

When $k'$ is nearly parallel to $p$, the product $p\cdot k'$ is very small compared with $s$. In the CM frame the incoming photon moves opposite to $p$, so $k'$ parallel to $p$ means backward scattering.

A small denominator is not the whole story. If the numerator stayed of order $s$, then $|\mathcal M|^2$ would behave as $e^4s^2/(m^2-u)^2$, and the cross section would be of order $\alpha^2/m^2$ at any high energy. The numerator in fact vanishes in the backward direction when helicity is conserved. It turns the pole into a square-root growth of the amplitude, and hence into a logarithm in the cross section. The mass sets where the growth stops.

## Kinematics: what the mass cuts off

I use $\hbar=c=1$ and $e^2=4\pi\alpha$. Let $\omega$ be the CM momentum, $E$ the electron energy, and $\chi$ the angle between $\mathbf k'$ and $\mathbf p$, so that $\chi=0$ is backward photon scattering. From $E+\omega=\sqrt s$ and $E^2-\omega^2=m^2$,

$$
E-\omega=\frac{m^2}{\sqrt s},\qquad \omega=\frac{s-m^2}{2\sqrt s}.
$$

Write $y=m^2-u$, $a=\sin(\chi/2)$ and $c=\cos(\chi/2)$. Since $\cos\chi=1-2a^2$,

$$
y=2p\cdot k'=2\omega(E-\omega\cos\chi)=2\omega(E-\omega)+4\omega^2a^2 .
$$

The smallest value is $y_{\min}=m^2(s-m^2)/s\approx m^2$ and the largest, at $a=1$, is $2\omega(E+\omega)=s-m^2$. Near the backward direction the transverse momentum is $p_T=\omega\sin\chi\approx2\omega a$, so

$$
y\approx m^2+p_T^2 .
$$

The quantity bounded below near $m^2$ is therefore $m^2-u$, not $-u$. The variable $u$ itself passes through zero and ends at $+m^4/s$. An amplitude proportional to $\sqrt{s/(-u)}$ can hold only while $-u\gg m^2$.

## The amplitude in two-component form

The Feynman rules give

$$
\mathcal M=-e^2\,\bar u(p')\left[\frac{\not\epsilon'^*(\not p+\not k+m)\not\epsilon}{s-m^2}+\frac{\not\epsilon(\not q+m)\not\epsilon'^*}{u-m^2}\right]u(p).
$$

I take purely spatial, transverse polarisation vectors in the CM frame. Another gauge would divide the amplitude differently between the diagrams, but the sum would be the same.

In the chiral basis

$$
\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
\boldsymbol\gamma=\begin{pmatrix}0&\boldsymbol\sigma\\-\boldsymbol\sigma&0\end{pmatrix},
$$

an electron of helicity $h=\pm1$ (in units of one half) has left and right components

$$
u_L=\sqrt{E-h\omega}\,\xi,\qquad u_R=\sqrt{E+h\omega}\,\xi ,
$$

where $\xi$ is the spin state along its motion. The large component is $s^{1/4}\xi$ and the small one $m s^{-1/4}\xi$.

Set $A=\boldsymbol\epsilon\cdot\boldsymbol\sigma$ and $B=\boldsymbol\epsilon'^*\cdot\boldsymbol\sigma$. Multiplying the matrices gives

$$
\gamma^0\not\epsilon\not q\not\epsilon'^*=\begin{pmatrix}A(q_0-\mathbf q\cdot\boldsymbol\sigma)B&0\\0&A(q_0+\mathbf q\cdot\boldsymbol\sigma)B\end{pmatrix},
$$

$$
\gamma^0\not\epsilon\not\epsilon'^*=\begin{pmatrix}0&-AB\\-AB&0\end{pmatrix}.
$$

The u-channel amplitude is thus $\mathcal M_u=e^2N_u/y$, with

$$
\begin{aligned}
N_u={}&u_R'^\dagger A(q_0+\mathbf q\cdot\boldsymbol\sigma)Bu_R+u_L'^\dagger A(q_0-\mathbf q\cdot\boldsymbol\sigma)Bu_L\\
&-m\,(u_L'^\dagger ABu_R+u_R'^\dagger ABu_L).
\end{aligned}
$$

The s-channel amplitude is $\mathcal M_s=-e^2N_s/(s-m^2)$, where $N_s$ follows by exchanging $A$ and $B$ and replacing $q$ by $p+k=(\sqrt s,\mathbf 0)$.

Let $\mathbf n$ and $\mathbf n'$ be the directions of $\mathbf p$ and $\mathbf k'$. The incoming photon moves along $-\mathbf n$, the outgoing electron along $-\mathbf n'$. For a photon of positive helicity moving along $z$, $\boldsymbol\epsilon=(1,i,0)/\sqrt2$, so $\boldsymbol\epsilon\cdot\boldsymbol\sigma=(\sigma_x+i\sigma_y)/\sqrt2$, which is $\sqrt2$ times the spin-raising operator. Hence

$$
A_+=\sqrt2\,|{-n}\rangle\langle n|,\qquad A_-=\sqrt2\,|n\rangle\langle{-n}|,
$$

$$
B_+=\sqrt2\,|{-n'}\rangle\langle n'|,\qquad B_-=\sqrt2\,|n'\rangle\langle{-n'}| .
$$

With $|n\rangle=(1,0)$, $|{-n}\rangle=(0,1)$, $|n'\rangle=(c,a)$ and $|{-n'}\rangle=(-a,c)$, the overlaps are

$$
\langle n|n'\rangle=\langle{-n}|{-n'}\rangle=c,\quad \langle{-n}|n'\rangle=a,\quad \langle n|{-n'}\rangle=-a .
$$

## Away from the tip: the square root

For $-u\gg m^2$ the mass can be dropped. Then $\omega=\sqrt s/2$, $q_0=0$, $\mathbf q=\omega(\mathbf n-\mathbf n')$ and $-u=|\mathbf q|^2=4\omega^2a^2=sa^2$. The chiralities decouple. Take a positive-helicity electron, $e_R$, so that $u_R=s^{1/4}|n\rangle$ and $u'_R=s^{1/4}|{-n'}\rangle$.

*Both photons with positive helicity.* The s-channel numerator is

$$
N_s=s\,\langle{-n'}|B_+A_+|n\rangle=2s\,\langle n'|{-n}\rangle=2sa ,
$$

so $\mathcal M_s=-2e^2a$. For the u-channel,

$$
N_u=2\sqrt s\,\langle{-n'}|{-n}\rangle\,\langle n|\mathbf q\cdot\boldsymbol\sigma|{-n'}\rangle\,\langle n'|n\rangle .
$$

In the middle factor $\mathbf n\cdot\boldsymbol\sigma$ gives $+1$ on the left and $-\mathbf n'\cdot\boldsymbol\sigma$ gives $+1$ on the right, so it equals $2\omega\langle n|{-n'}\rangle=-\sqrt s\,a$. Therefore $N_u=-2sac^2$. Division by $-u=sa^2$ gives $\mathcal M_u=-2e^2c^2/a$. The two diagrams add with the same sign:

$$
\mathcal M=-2e^2\left(a+\frac{c^2}{a}\right)=-\frac{2e^2}{a}=-2e^2\sqrt{\frac{s}{-u}} .
$$

*Both photons with negative helicity.* Here $A_-|n\rangle=0$ removes the s-channel. In the u-channel the middle factor is $\langle{-n}|\mathbf q\cdot\boldsymbol\sigma|n'\rangle=-2\omega a$, and the outer overlaps $\langle{-n'}|n\rangle$ each give $-a$. So

$$
N_u=2\sqrt s\,a^2(-2\omega a)=-2sa^3,\qquad \mathcal M=-2e^2a=-2e^2\sqrt{\frac{-u}{s}} .
$$

*Photon helicity changed.* The u-channel middle factors become $\langle n|\mathbf q\cdot\boldsymbol\sigma|n'\rangle$ or $\langle{-n}|\mathbf q\cdot\boldsymbol\sigma|{-n'}\rangle$, in which the two terms cancel. The s-channel vanishes through $\langle{-n'}|n'\rangle=0$ or $A_-|n\rangle=0$.

Parity supplies equal results for $e_L$. Averaging over the four initial helicity states gives

$$
\overline{|\mathcal M|^2}=\frac14\cdot2\cdot4e^4\left(\frac{s}{-u}+\frac{-u}{s}\right)=2e^4\left(\frac{s}{-u}+\frac{-u}{s}\right).
$$

## Why the numerator vanishes

The reason is angular momentum along $\mathbf n$. In the dominant transition $e_R\gamma_+\to e_R\gamma_+$ the initial electron contributes $+\frac12$ and the incoming photon, moving along $-\mathbf n$, contributes $-1$, a total of $-\frac12$. After backward scattering the photon contributes $+1$ and the electron $-\frac12$, a total of $+\frac12$. Spin alone misses by one unit.

The scattering must supply that unit as orbital angular momentum. The numerator then carries one unit of azimuthal phase, and a smooth function of the transverse momentum with such a phase must vanish at least linearly. This is the factor $a$ in $N_u$. For $e_R\gamma_-\to e_R\gamma_-$ the totals are $+\frac32$ and $-\frac32$, a mismatch of three units, and the numerator is indeed proportional to $a^3$.

One power of $a$ over the pole $1/a^2$ leaves $1/a$, which is the square-root growth.

## At the tip: the mass and the helicity flip

At $\chi=0$ this amplitude must vanish, yet the peak does not have a hole. Consider $p_T$ of order $m$, where $a\sim m/\sqrt s$ and $c\approx1$, and keep the leading terms of $N_u$, which are of order $m\sqrt s$. Now $q_0=E-\omega=m^2/\sqrt s$.

*No flip, $e_R\gamma_+\to e_R\gamma_+$.* The large components give

$$
2\sqrt s\,c^2(q_0+2\omega)(-a)=-2s\,a\,c^2,
$$

because $q_0+2\omega=E+\omega=\sqrt s$. The other terms contain the small components and are lower by $m^2/s$. With $p_T\approx\sqrt s\,a$,

$$
|\mathcal M_{\text{no flip}}|=\frac{2e^2\sqrt s\,p_T}{m^2+p_T^2}.
$$

*Flip, $e_R\gamma_-\to e_L\gamma_+$.* The outgoing electron has spin state $|n'\rangle$ and its large component is $u'_L=s^{1/4}|n'\rangle$. The mass term gives

$$
-m\sqrt s\,\langle n'|A_-B_+|n\rangle=-2m\sqrt s\,c^3\approx-2m\sqrt s .
$$

The terms with $\mathbf q\cdot\boldsymbol\sigma$ cancel as before, and those with $q_0$ are lower by $m^2/s$. Hence

$$
|\mathcal M_{\text{flip}}|=\frac{2e^2\sqrt s\,m}{m^2+p_T^2}.
$$

Here the angular momentum is $+\frac12+1=\frac32$ before and $+1+\frac12=\frac32$ after, so nothing forbids the transition at $\chi=0$.

In the remaining transitions $N_u$ is smaller than $m\sqrt s$ by at least two powers of $a$ or $m/\sqrt s$. The s-channel amplitude is at most of order $e^2m/\sqrt s$, against $e^2\sqrt s/m$ for the peak. The squares of the two leading amplitudes add to

$$
4e^4s\,\frac{p_T^2+m^2}{(m^2+p_T^2)^2}=\frac{4e^4s}{m^2-u},
$$

and the average, including $e_L$, is $2e^4s/(m^2-u)$. The flip fills in precisely what the no-flip amplitude loses at this order.

## From the amplitude to the logarithm

The peak form holds for $y\ll s$ and the massless form for $y\gg m^2$, where $-u\approx y$. Both are contained in

$$
\overline{|\mathcal M|^2}\simeq2e^4\left(\frac sy+\frac ys\right).
$$

For the averaged square, the peak form has relative corrections of order $y^2/s^2$ (the size of $y/s$ against $s/y$) and $m^2/s$, the massless form of order $m^2/y$. Changing from one to the other at $y\sim m\sqrt s$ keeps the relative error at or below order $m/\sqrt s$, which vanishes at high energy. A direct evaluation of both diagrams at $s=10^6m^2$ tests this expression at six angles, and finds agreement within a relative $2\times10^{-5}$.

For equal initial and final CM momenta, $d\sigma/d\Omega=\overline{|\mathcal M|^2}/(64\pi^2s)$. From the formula for $y$, $dy=2\omega^2|d\cos\chi|$, so after the azimuthal integration $d\Omega=\pi\,dy/\omega^2$. With $4s\omega^2=(s-m^2)^2$,

$$
\frac{d\sigma}{dy}=\frac{\overline{|\mathcal M|^2}}{16\pi(s-m^2)^2}.
$$

Insert $e^4=16\pi^2\alpha^2$ and use the limits $m^2$ and $s$, which is sufficient at this order:

$$
\sigma\simeq\frac{2\pi\alpha^2}{s^2}\int_{m^2}^{s}\left(\frac sy+\frac ys\right)dy .
$$

The first term integrates to $s\ln(s/m^2)$ and the second to $s/2$, up to a term of relative order $m^4/s^2$. Therefore

$$
\boxed{\;\sigma\simeq\frac{2\pi\alpha^2}{s}\left[\ln\frac{s}{m^2}+\frac12\right],\qquad s\gg m^2\;}
$$

The peak height shows how the pieces fit. At $\chi=0$, $d\sigma/d\Omega\approx2e^4(s/m^2)/(64\pi^2s)=\alpha^2/(2m^2)$, independent of energy. The tip has an angular width of order $m/\sqrt s$, hence a solid angle of order $m^2/s$, and contributes of order $\alpha^2/s$. The tail outside it falls as $1/\chi^2$, and each factor of ten in $y$ adds the same amount. The logarithm counts these decades.

## A number: $s=10^4m^2$

This choice means $\sqrt s=51.10$ MeV, or a photon of about 2555 MeV striking an electron at rest. The peak amplitudes should be $200\,(p_T/m)/(1+p_T^2/m^2)$ and $200/(1+p_T^2/m^2)$ in units of $e^2$. Direct evaluation gives:

| $p_T/m$ | $\chi$ | no flip | flip |
|---|---|---|---|
| 0 | 0° | 0 | 200.000 |
| 1 | 1.15° | 99.995 | 99.975 |
| 3 | 3.44° | 59.973 | 19.955 |

At $\chi=0$ the differential cross section is 39.70 mb/sr, half of $\alpha^2/m^2=79.41$ mb as expected. At $90^\circ$ it is 0.00992 mb/sr.

For the total, $2\pi\alpha^2/s=0.049893$ mb and $\ln(s/m^2)=9.2103$, so

$$
\sigma\simeq0.049893\times(9.2103+0.5)\ \text{mb}=0.4845\ \text{mb}.
$$

Integrating the full tree-level amplitudes over angle gives 0.4844 mb, or $1.730\times10^{-11}a_0^2$. The logarithm alone gives 0.4595 mb; the full result is 5.4% above that value. The constant $\frac12$ matters at this energy.

The contributions by decade of $m^2-u$, starting at the backward tip, are:

| $(m^2-u)/m^2$ | outer $\chi$ | contribution (mb) |
|---|---|---|
| 1 to 10 | 3.44° | 0.1149 |
| 10 to $10^2$ | 11.4° | 0.1149 |
| $10^2$ to $10^3$ | 36.9° | 0.1151 |
| $10^3$ to $10^4$ | 180° | 0.1396 |

The logarithm predicts $0.049893\times\ln10=0.1149$ mb for each. The excess in the last row comes from the $y/s$ term, which integrates to almost $\frac12$ there. The first two decades, within about $11.4^\circ$ of backward, hold 47% of the total. The peak is high and narrow, but the logarithm also draws on much wider angles.

Each diagram can also be integrated by itself. Between $s=10^4m^2$ and $10^6m^2$, the coefficient of the logarithm in units of $2\pi\alpha^2/s$ is 1.0000 for the u-channel alone and 0.0000 for the s-channel alone. In this gauge the u-channel carries the logarithm.

## Which frame, and where the result stops

The peak is backward in the CM frame. If the initial electron is at rest, the outgoing photon energy is $\omega'_{\rm lab}=p\cdot k'/m=y/(2m)$. The condition $(p+k-k')^2=m^2$ gives $k\cdot k'=p\cdot k-p\cdot k'$, and hence

$$
1-\cos\theta_{\rm lab}=\frac{m}{\omega'_{\rm lab}}-\frac{m}{\omega_{\rm lab}} .
$$

In the example, $y=10m^2$ lies $3.44^\circ$ from backward in the CM frame, but the photon leaves at $\theta_{\rm lab}=36.9^\circ$, in the forward hemisphere. The photon is backward in both frames only for $y\lesssim2m^2$, that is $p_T\lesssim m$ or $\chi\lesssim1.15^\circ$, where the CM cross section has fallen to half its peak height. This region holds about $\ln2/9.71\approx7\%$ of the total.

The formula requires $s\gg m^2$. At $s=100m^2$ the full tree-level value is already 1.1% below it, and near threshold the expansion has no meaning: the cross section there approaches the Thomson value $8\pi\alpha^2/(3m^2)$, a limit the numerical check also tests. Radiative corrections are left out. The result is the cross section for $e\gamma\to e\gamma$ alone, not the total for a photon meeting an electron. Pair production on the electron, $e\gamma\to ee^+e^-$, is of order $\alpha^3/m^2$ times a logarithm and does not fall with $s$. At $s=10^4m^2$ the factor $\alpha^3/m^2=0.58$ mb already exceeds the Compton value, and that process dominates.

## Values computed for the example and the checks

```
s/m^2 = 10000
sqrt(s) = 51.10 MeV
photon energy, electron at rest = 2554.7 MeV
fine-structure constant = 0.00729735
alpha^2/m^2 = 79.408 mb
CM photon energy = 49.9950 m
smallest m^2-u = 0.999900 m^2
largest u = 1.000e-04 m^2
peak amplitudes / e^2: pT/m, chi(deg), no flip, flip
  0  0.000  0.000  200.000
  1  1.146  99.995  99.975
  3  3.440  59.973  19.955
chi = 30 deg, (e+,photon+) to same, amplitudes / e^2:
  s diagram 0.5176, u diagram 7.1983, sum 7.7159
CM dsigma/dOmega: chi(deg), value (mb/sr)
  0  39.704
  90  0.0099238
  180  0.0079408
edges: m^2-u (m^2), CM chi, lab photon angle (deg), lab E (m)
  0.9999  0.000  180.000  0.5
  9.999  3.438  36.853  5
  99.99  11.421  11.421  50
  999.9  36.853  3.438  500
  9999  180.000  0.000  4999
cross section from each decade of m^2-u (mb):
  0.11487  0.11485  0.11510  0.13957
logarithm alone, per decade = 0.11488 mb
share of first two decades = 47.43 percent
2 pi alpha^2/s = 0.049893 mb
ln(s/m^2) = 9.21034
sigma, log only = 0.45954 mb
sigma, log + 1/2 = 0.48448 mb
sigma, full tree level = 0.48439 mb
sigma, full tree level = 1.7298e-11 a0^2
s/m^2, full sigma / (log + 1/2), full sigma / (log only)
  1e+02  0.988521  1.09585
  1e+03  0.998338  1.07060
  1e+04  0.999803  1.05408
  1e+06  0.999998  1.03619
coefficient of the log, in 2 pi alpha^2/s:
  u diagram 1.0000, s diagram 0.0000, both 1.0004
```
